\section*{Uncovered fraction of a step edge with constant nucleation rate}

\section*{Question}

I am working on an exercise about nucleation delay in atomic layer deposition. Growth starts on a long, straight step edge that is bare at $t=0$. Nuclei appear on the bare parts of the edge at a constant rate $I$ per unit length and unit time. Each nucleus becomes an island whose two ends both advance along the edge at constant speed $v$, until they run into a neighbour. I have to show that the uncovered fraction is
\begin{equation*}
S(t)=e^{-Ivt^2}.
\end{equation*}

My attempt was this. Let $N$ be the number of islands per length. Nuclei form on bare edge, so $dN/dt=IS$. Each island removes bare edge at the rate $2v$, so $dS/dt=-2vN$. Together these give
\begin{equation*}
\frac{d^2S}{dt^2}=-2IvS ,\qquad S(0)=1,\quad S'(0)=0,
\end{equation*}
whose solution is $S=\cos(\sqrt{2Iv}\,t)$. That becomes negative, so it must be wrong, but I cannot see which equation fails. How does one treat the collisions, and what does the result say about the delay?

\section*{Answer}

Your first equation is right if $N$ counts all nuclei formed so far. The second then fails, because it lets every island keep two moving ends for ever. When two islands meet, two ends stop. The collisions can be handled by asking about one point of the edge instead of counting islands.

\subsection*{When is a given point still bare?}

Take the nuclei to be points at birth, appearing independently of one another, and take the edge to be much longer than $2vt$, so that its ends do not matter. Choose a point $x$ and a time $t$. A nucleus born at $x'$ at time $t'$ can reach $x$ by time $t$ if
\begin{equation}
|x-x'|\le v(t-t').
\label{eq:reach}
\end{equation}
For each birth time $t'$, the dangerous positions form an interval of length $2v(t-t')$ centred on $x$. In the plane of position and birth time these intervals fill a triangle with base $2vt$ and height $t$. With $u=t-t'$, its area is
\begin{equation}
A=\int_0^t 2v(t-t')\,dt'=2v\int_0^t u\,du=vt^2 .
\end{equation}
The point is bare at time $t$ if no nucleus was born in this triangle.

\subsection*{Why covered edge may be treated like bare edge}

Real nuclei form on bare edge, so their rate at a given place depends on what has happened before. To remove this dependence, add fictitious nuclei on the covered edge, also at rate $I$. Real and fictitious nuclei together then appear at rate $I$ everywhere, whatever the history, and are statistically independent.

The addition must not change the covered region. Suppose a fictitious nucleus is born at $(x',t')$ inside the range of a real nucleus born at $(x_0,t_0)$, so that $|x'-x_0|\le v(t'-t_0)$. If it grew, it would reach points $y$ with $|y-x'|\le v(t-t')$. The triangle inequality gives
\begin{align}
|y-x_0|&\le |y-x'|+|x'-x_0| \nonumber\\
&\le v(t-t')+v(t'-t_0)=v(t-t_0).
\end{align}
Every such $y$ is already in the range of the real nucleus. The same inequality deals with collisions: an island end that is imagined to continue into its neighbour never gets ahead of the neighbour's far end. The union of the unobstructed ranges is therefore the true covered region.

This step needs the same speed for all islands. A fast fictitious island born inside a slow real one could break out of it and cover edge that is really bare.

\subsection*{The probability of an empty triangle}

Divide the triangle into small cells of area $\Delta A$. A cell contains a nucleus with probability $I\,\Delta A$, up to terms of higher order in $\Delta A$, and the cells are independent. The probability that all $A/\Delta A$ cells are empty is
\begin{equation}
P=\lim_{\Delta A\to0}(1-I\,\Delta A)^{A/\Delta A}=e^{-IA},
\end{equation}
because $\ln(1-I\,\Delta A)\to -I\,\Delta A$ for small cells. All points of a long uniform edge are equivalent, so the expected bare length in a length $L$ is $LP$, and the expected uncovered fraction is $P$ itself:
\begin{equation}
\boxed{S(t)=e^{-Ivt^2}.}
\label{eq:result}
\end{equation}
The exponent $Ivt^2$ is the mean number of islands, fictitious ones included, that would cover a given point if they could overlap. It may exceed one, while the covered fraction $1-S$ cannot.

\subsection*{Repairing your rate equations}

The same result follows without fictitious nuclei if you follow the bare gaps. Let $g(\ell,t)\,d\ell$ be the number of gaps per edge length whose lengths lie between $\ell$ and $\ell+d\ell$. Three processes change $g$.

\begin{itemize}
\item Each gap shrinks at the rate $2v$, since an island end advances from either side. The flow along the $\ell$ axis is $-2vg$, which contributes $+2v\,\partial g/\partial\ell$.
\item A nucleus splits a gap of length $\ell$ at the rate $I\ell$. This contributes $-I\ell g$.
\item Splitting a longer gap can leave a piece of length $\ell$ on the left or on the right. This contributes $2I\int_\ell^\infty g(m,t)\,dm$.
\end{itemize}
Hence
\begin{equation}
\frac{\partial g}{\partial t}=2v\frac{\partial g}{\partial\ell}-I\ell g+2I\int_\ell^\infty g(m,t)\,dm .
\end{equation}
Random splitting suggests an exponential distribution, so try $g=a(t)e^{-b(t)\ell}$. The integral is then $g/b$, and division by $g$ leaves
\begin{equation}
\frac{a'}{a}-b'\ell=-2vb-I\ell+\frac{2I}{b}.
\end{equation}
This must hold for every $\ell$. The terms proportional to $\ell$ give $b'=I$. The mean gap length $1/b$ is infinite at the start, so $b(0)=0$ and $b=It$. The remaining terms give
\begin{equation}
\frac{a'}{a}=\frac{2}{t}-2Ivt
\quad\Longrightarrow\quad
a=C\,t^2e^{-Ivt^2}.
\end{equation}
The uncovered fraction is the total length of the gaps per edge length,
\begin{equation}
S=\int_0^\infty \ell g\,d\ell=\frac{a}{b^2}=\frac{C}{I^2}e^{-Ivt^2}.
\end{equation}
Since $S(0)=1$, $C=I^2$, and equation~\eqref{eq:result} is recovered.

The number of gaps per length is
\begin{equation}
G=\int_0^\infty g\,d\ell=\frac ab=It\,S .
\end{equation}
On a long edge this is also the number of separate islands per length. The correct form of your second equation is $dS/dt=-2vG$, and with $G=ItS$ it integrates to $e^{-Ivt^2}$. Your first equation also needs a loss term if it is to describe $G$:
\begin{equation}
\frac{dG}{dt}=IS+It\frac{dS}{dt}=IS-2v(It)^2S .
\end{equation}
The last term equals $-2v\,g(0,t)$, the rate at which gaps shrink to zero length and vanish. This is the collision term missing from your attempt.

At early times it is small, and your cosine agrees with the correct result up to order $t^2$:
\begin{align}
\cos(\sqrt{2Iv}\,t)&=1-Ivt^2+\tfrac16(Ivt^2)^2-\dots,\\
e^{-Ivt^2}&=1-Ivt^2+\tfrac12(Ivt^2)^2-\dots
\end{align}

\subsection*{What this says about the delay}

Define $\tau=1/\sqrt{Iv}$, so that $S=e^{-t^2/\tau^2}$. The early coverage is $t^2/\tau^2$. It starts with zero slope because the number of islands and the length of each one both have to grow from zero.

Compare this with an edge on which all nuclei are present from the start, at random positions with density $N_0$, and no more form later. A point is bare if an interval of length $2vt$ around it contained no nucleus, so
\begin{equation}
S_0(t)=e^{-2N_0vt}.
\end{equation}
Here the coverage starts linearly, as $2N_0vt$. Within this model, where nuclei are points and the edge is clean at first, a slow quadratic start is thus a sign of continuing nucleation.

One measure of the delay is the mean time a point waits before it is covered. The fraction covered between $t$ and $t+dt$ is $-S'(t)\,dt$. Integration by parts, with $tS\to0$ at both limits, gives
\begin{equation}
\bar t=-\int_0^\infty tS'\,dt=\int_0^\infty S\,dt=\frac{\sqrt\pi}{2}\,\tau .
\end{equation}
Real nuclei form at the rate $IS$ per edge length, so their final number per length is
\begin{equation}
n_\infty=I\int_0^\infty S\,dt=I\bar t=\frac{\sqrt\pi}{2}\sqrt{\frac Iv}.
\end{equation}
At fixed $v$, halving the delay requires four times the nucleation rate, and this doubles the final density of nuclei.

\subsection*{An example in deposition cycles}

Count time in cycles and take $I=0.004$ per nm per cycle and $v=0.1$ nm/cycle. Then $Iv=4.0\times10^{-4}$ per cycle$^2$, and
\begin{align}
\tau&=\frac{1}{\sqrt{4.0\times10^{-4}}}=50\ \text{cycles},\\
t_{1/2}&=\tau\sqrt{\ln2}=41.6\ \text{cycles},\\
\bar t&=0.886\times50=44.3\ \text{cycles},\\
n_\infty&=0.004\times44.3=0.177\ \text{per nm}.
\end{align}
Here $t_{1/2}$ follows from $e^{-t^2/\tau^2}=1/2$. With 10 s per cycle, half coverage takes 6.9 min and the mean wait is 7.4 min. The final mean spacing of nuclei is $1/n_\infty=5.6$ nm.

After 10 cycles the covered fraction is 0.0392, and the early estimate $Ivt^2=0.0400$ is 2\% above it. At $t=\tau$ the mean gap is $1/(I\tau)=5.0$ nm.

The formula was tested against a simulation of 300 $\mu$m of edge in total, in which nuclei falling on covered edge were rejected. The uncertainties are one standard error.
\begin{center}
\begin{tabular}{ccc}
cycles & $e^{-Ivt^2}$ & simulated $S$\\
25 & 0.7788 & $0.7769\pm0.0015$\\
50 & 0.3679 & $0.3654\pm0.0020$\\
75 & 0.1054 & $0.1054\pm0.0014$
\end{tabular}
\end{center}
The differences are at most about 1.3 standard errors. Keeping the rejected point nuclei as fictitious ones left the simulated coverage unchanged, as the triangle inequality requires.

\subsection*{How far can the idealisations be trusted?}

The effects below are evaluated at 50 cycles, where the ideal value is $S=0.368$. Their input sizes are assumed, not measured.

\begin{itemize}
\item \textbf{Starting width.} A nucleus born with width $w=0.5$ nm widens the dangerous interval by $w$ at every birth time. The exponent grows by $Iwt=0.004\times0.5\times50=0.10$, and $S$ falls by 0.035. This estimate also counts fictitious nuclei, and a wide one born near an island end can stick out of the island. It therefore slightly overstates the fall: in the simulation, keeping the rejected nuclei gave an $S$ lower by $4\times10^{-4}$ than leaving them out.
\item \textbf{Initial sites.} Randomly placed sites with $N_0=0.01$ per nm, active from the start, multiply $S$ by $e^{-2N_0vt}$. The added exponent is again 0.10, so the shift is again $-0.035$.
\item \textbf{Terrace nuclei.} Let nuclei form on the terraces at the rate $J=10^{-5}$ per nm$^2$ per cycle and grow as discs of radius $v(t-t')$. The dangerous region at each birth time is then a disc around $x$, and the added exponent is
\begin{equation}
J\int_0^t\pi v^2(t-t')^2\,dt'=\frac{\pi}{3}Jv^2t^3=0.013 .
\end{equation}
It lowers $S$ by 0.005.
\item \textbf{Whole cycles.} If a nucleus born in cycle $k$ has advanced by $v(n-k)$ after cycle $n$, the exponent is $2Iv\sum_{k=1}^n(n-k)=Ivn(n-1)$ in place of $Ivn^2$. This raises $S$ by 0.007.
\item \textbf{Corners.} If corners every 100 nm stop the islands, points near a corner lose part of their triangle. The average $S$ rises by 0.007.
\end{itemize}

With the first four effects acting together, the simulated half-coverage time falls from 41.5 to 36.9 cycles, a reduction by 11\% of the ideal value.

The quadratic start is more sensitive than the half-coverage time. To the early coverage $Ivt^2$, the starting width adds $Iwt$ and the initial sites add $2N_0vt$, both linear in time. With the values assumed above, each of these terms alone is larger than $Ivt^2$ during the first 5 cycles. With one of them present, the coverage starts linearly although nucleation continues, and its local power of $t$ rises from 1 at the start to about 1.5 at 5 cycles. If both effects act together, the initial sites also have the width $w$ and cover a fraction of about $N_0w=0.005$ already at $t=0$.

These parameters are meant for the rough regime of thermal oxide deposition on a chemically inert layered surface, where steps react much more readily than terraces. A growth of about 0.1 nm per cycle is a typical rough value for such oxides. Using it for $v$ assumes that an island grows along the edge as fast as it thickens. The rate $I$ depends on the surface and its preparation, and was chosen here to give a delay of tens of cycles. A real edge may also carry defects or residues that act as sites from the start: for the site density assumed above, this alone moves the uncovered fraction at 50 cycles from 0.368 to 0.333. Finally, $S$ describes the step edge. A covered edge does not imply a closed film, since the terraces between the steps may still be bare.

The remaining values are in the numerical output below.

\section*{Computed values}
\begin{verbatim}
nucleation rate I: 0.004 per nm per cycle
end speed v: 0.1 nm/cycle
product I v: 4.0e-04 per cycle^2
time scale tau: 50.0 cycles
uncovered fraction at 10 cycles: 0.9608
uncovered fraction at 25 cycles: 0.7788
uncovered fraction at 50 cycles: 0.3679
uncovered fraction at 75 cycles: 0.1054
uncovered fraction at 100 cycles: 0.0183
early estimate of coverage I v t^2 at 10 cycles: 0.0400
covered fraction at 10 cycles: 0.0392
half-coverage time: 41.6 cycles
cycle duration: 10 s
half-coverage time: 6.9 min
mean waiting time (delay): 44.3 cycles
mean waiting time (delay): 7.4 min
final nuclei per length: 0.177 per nm
final mean spacing of nuclei: 5.64 nm
gaps per length at tau: 0.0736 per nm
mean gap length at tau: 5.00 nm
simulated edge in total: 300 um
simulated uncovered fraction at 25 cycles: 0.7769 +- 0.0015
simulated uncovered fraction at 50 cycles: 0.3654 +- 0.0020
simulated uncovered fraction at 75 cycles: 0.1054 +- 0.0014
simulated gaps per length at tau: 0.0730 per nm
simulated nuclei per length at 100 cycles: 0.1764 per nm
formula, nuclei per length at 100 cycles: 0.1764 per nm
largest change by fictitious point nuclei: 0.0e+00
change by fictitious nuclei of finite width: 4.1e-04
assumed starting width: 0.5 nm
assumed initial sites: 0.01 per nm
assumed terrace rate: 1e-05 per nm^2 per cycle
assumed edge length between corners: 100 nm
shift of uncovered fraction at tau, starting width: -0.0350
shift at tau, initial sites: -0.0350
shift at tau, terrace nuclei: -0.0048
shift at tau, whole cycles: +0.0074
shift at tau, corners: +0.0072
simulated half-coverage time, ideal model: 41.5 cycles
simulated half-coverage time, first four effects together: 36.9 cycles
\end{verbatim}
